# Frequency-Dependent Sternheimer Equations and the Casida Excitation Energies

## Result

Hartree atomic units are used. A closed-shell system of $N$ electrons has a Kohn-Sham ground state with Hamiltonian $H$, doubly occupied orbitals $\varphi_n$ and energies $e_n$. A weak potential with spatial form $v(\mathbf r)$ drives it at the complex frequency $z=\omega+i\eta$.

**Theorem.** Under the assumptions below:

1. The first-order density follows from two Sternheimer equations for each occupied orbital,
$$
(H-e_n\mp z)\,\varphi_n^{\pm}=-Q\,v_1\varphi_n,\qquad Q\varphi_n^\pm=\varphi_n^\pm, \tag{1}
$$
$$
v_1=v+\int f(\mathbf r,\mathbf r')\,n_1(\mathbf r')\,d\mathbf r',\qquad
n_1=2\sum_n\varphi_n(\varphi_n^++\varphi_n^-), \tag{2}
$$
where $Q$ projects on the empty orbitals and $f$ is the Hartree-exchange-correlation kernel.

2. With $v=0$, equations (1) and (2) have a nonzero solution if and only if $z=\pm\Omega_I$, where the $\Omega_I$ are the Casida singlet excitation energies. Equation (2) changes both spin densities alike, so triplet excitations do not appear.

3. With $v\neq0$, the response has a pole at $\pm\Omega_I$ if and only if $v$ couples to at least one excitation of that energy, meaning that its strength in equation (12) is nonzero.

The self-consistency in (2) is essential. If $v_1$ is held fixed, the poles lie at differences of Kohn-Sham energies instead.

**Assumptions.**

- The one-electron space is represented by a finite real basis or grid, so the spectrum is discrete and all matrices are finite.
- $H$ is real and symmetric, the orbitals are real and orthonormal, and every empty level lies above every occupied one.
- The Hartree-exchange-correlation potential $v_{\rm Hxc}$ is local in space and adiabatic: at time $t$ it depends on the density at time $t$ alone. It is the derivative of an energy functional, so $f(\mathbf r,\mathbf r')=\delta v_{\rm Hxc}(\mathbf r)/\delta n(\mathbf r')$ is real, symmetric and independent of frequency.
- The ground state is stable, meaning that the matrix $C$ of equation (9) is positive definite.

## From the time-dependent equation to the pair

**Lemma 1.** To first order in the perturbation, the orbitals obey (1) with $Q$ replaced by the identity.

*Proof.* Let the added potential be
$$
v(\mathbf r)\left(e^{-izt}+e^{iz^*t}\right)=2v(\mathbf r)\,e^{\eta t}\cos\omega t ,
$$
with $v$ real, $\omega\ne0$ and $\eta>0$. It vanishes in the distant past, so the first-order change of each orbital contains the driven time dependences and no free oscillation. Write
$$
\psi_n(t)=e^{-ie_nt}\left[\varphi_n+\varphi_n^+e^{-izt}+(\varphi_n^-)^*e^{iz^*t}\right]. \tag{3}
$$
The density is $2\sum_n|\psi_n|^2$, the factor 2 counting spin. Its first-order part is
$$
2\sum_n\varphi_n\left[\varphi_n^+e^{-izt}+(\varphi_n^-)^*e^{iz^*t}\right]+\text{c.c.}
$$
The complex conjugate of the second term also varies as $e^{-izt}$. The total coefficient of $e^{-izt}$ is therefore $n_1$ of (2), and that of $e^{iz^*t}$ is $n_1^*$. Since $f$ is real, the total first-order potential is $v_1e^{-izt}+v_1^*e^{iz^*t}$.

Insert this in $i\partial_t\psi_n=H(t)\psi_n$. The zeroth order is $H\varphi_n=e_n\varphi_n$. The first-order terms with time factor $e^{-i(e_n+z)t}$ give
$$
(e_n+z)\varphi_n^+=H\varphi_n^++v_1\varphi_n ,
$$
and those with $e^{-i(e_n-z^*)t}$ give
$$
(e_n-z^*)(\varphi_n^-)^*=H(\varphi_n^-)^*+v_1^*\varphi_n .
$$
Conjugating the second line, with $H$ and $\varphi_n$ real, turns it into $(e_n-z)\varphi_n^-=H\varphi_n^-+v_1\varphi_n$. Rearranged, the two lines are
$$
(H-e_n\mp z)\varphi_n^\pm=-v_1\varphi_n. \qquad\blacksquare
$$

The two energies $e_n\pm z$ arise because a real oscillating field contains both signs of frequency. The conjugation lets both equations share the same $v_1$.

**Lemma 2.** Inserting $Q$ on the right-hand side leaves $n_1$ unchanged.

*Proof.* For occupied $m$ and $n$, project the unprojected equations on occupied orbitals:
$$
\langle\varphi_m|\varphi_n^+\rangle=-\frac{(v_1)_{mn}}{e_m-e_n-z},
$$
$$
\langle\varphi_n|\varphi_m^-\rangle=-\frac{(v_1)_{nm}}{e_n-e_m+z}
=+\frac{(v_1)_{nm}}{e_m-e_n-z}.
$$
Because $v_1$ is a local potential and the orbitals are real, $(v_1)_{mn}=(v_1)_{nm}$, and the two numbers add to zero. The occupied components contribute to the density
$$
2\sum_{mn}\varphi_m\varphi_n\left(\langle\varphi_m|\varphi_n^+\rangle+\langle\varphi_m|\varphi_n^-\rangle\right).
$$
Exchanging the names $m$ and $n$ in the second term turns the bracket into the vanishing sum. The case $m=n$, a change of phase, is included. Since $n_1$ is unchanged, so is $v_1$. The remaining components lie in the empty space and obey (1), because $Q$ commutes with $H$. $\blacksquare$

This proves part 1. The projection also removes spurious singularities of the separate orbital equations at differences between occupied levels. From here on (1) and (2) are taken as equations for any complex $z$, which continues the response from $\eta>0$ to the real axis.

## From the pair to the Casida matrix

Let $q=(a,n)$ label a transition from occupied $n$ to empty $a$. Define
$$
\Delta_q=e_a-e_n>0,\qquad v_q=\int\varphi_a v\varphi_n\,d\mathbf r,
$$
$$
K_{qq'}=\iint\varphi_a(\mathbf r)\varphi_n(\mathbf r)f(\mathbf r,\mathbf r')\varphi_b(\mathbf r')\varphi_m(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad q'=(b,m).
$$
Without an index, $\Delta$ denotes the diagonal matrix of the $\Delta_q$.

**Lemma 3.** With $\varphi_n^+=\sum_aX_{an}\varphi_a$ and $\varphi_n^-=\sum_aY_{an}\varphi_a$, equations (1) and (2) are equivalent to
$$
AX+BY-zX=-v,\qquad BX+AY+zY=-v, \tag{4}
$$
with $A=\Delta+2K$ and $B=2K$.

*Proof.* The product of (1) with $\varphi_a$ gives
$$
(\Delta_q-z)X_q=-(v_1)_q,\qquad(\Delta_q+z)Y_q=-(v_1)_q. \tag{5}
$$
By (2), $n_1=2\sum_{bm}\varphi_b\varphi_m(X_{bm}+Y_{bm})$, hence
$$
(v_1)_q=v_q+2\sum_{q'}K_{qq'}(X_{q'}+Y_{q'}). \tag{6}
$$
Substituting (6) in (5) and moving the $K$ terms to the left gives (4). Each step can be reversed, because the $\varphi_a$ span the empty space. $\blacksquare$

For $v=0$, (4) is the Casida equation
$$
\begin{pmatrix}A&B\\B&A\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}
=z\begin{pmatrix}1&0\\0&-1\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}. \tag{7}
$$
The amplitudes $X$ and $Y$ are thus the components on empty orbitals of the two Sternheimer solutions.

**Lemma 4.** Put $S=X+Y$, $D=X-Y$ and $S=\Delta^{1/2}F$. Then (4) is equivalent to $D=z\Delta^{-1}S$ together with
$$
(C-z^2)F=-2\Delta^{1/2}v, \tag{8}
$$
$$
C=\Delta^2+4\Delta^{1/2}K\Delta^{1/2}. \tag{9}
$$

*Proof.* The sum of the two equations (4) is $(A+B)S-zD=-2v$, with $A+B=\Delta+4K$. Their difference is $(A-B)D-zS=0$, with $A-B=\Delta$. The difference gives $D=z\Delta^{-1}S$. Inserted in the sum, it yields
$$
(\Delta+4K)S-z^2\Delta^{-1}S=-2v .
$$
Set $S=\Delta^{1/2}F$ and multiply from the left by $\Delta^{1/2}$. The first term becomes $CF$. The second becomes $-z^2F$, because $\Delta^{1/2}\Delta^{-1}\Delta^{1/2}=1$. $\blacksquare$

*Proof of part 2.* $C$ is real, symmetric and positive definite, so it has orthonormal real eigenvectors with
$$
CF_I=\Omega_I^2F_I,\qquad\Omega_I>0 .
$$
Let $v=0$ and let $(X,Y)$ be a nonzero solution. If $F$ vanished, then $S=0$, $D=0$ and $X=Y=0$, a contradiction. So $F\ne0$, and (8) requires $z^2=\Omega_I^2$ for some $I$. Conversely, for $z=\pm\Omega_I$ the choice $S=\Delta^{1/2}F_I$, $D=z\Delta^{-1}S$ solves (4), and by Lemma 3 it solves the Sternheimer pair. $\blacksquare$

If $\Omega_I$ differs from every $\Delta_q$, equation (5) shows that $v_1$ cannot vanish: at $z=\pm\Omega_I$ the density oscillation creates the potential that sustains it. Degenerate transitions allow an exception. In an atom, $p_x\to p'_y$ minus $p_y\to p'_x$ has cancelling orbital products, so $n_1=0$, $v_1=0$ and $\Omega_I=\Delta_q$. No local potential couples to such a mode. If $C$ had a negative eigenvalue, $\Omega_I$ would be imaginary and one such oscillation would grow exponentially. This is why stability was assumed.

## The driven response

*Proof of part 3.* Expanding (8) in the eigenvectors gives
$$
S=-2\sum_I\frac{\Delta^{1/2}F_I\,(F_I\cdot\Delta^{1/2}v)}{\Omega_I^2-z^2}. \tag{10}
$$
Since $\int v\,n_1\,d\mathbf r=2\,v\cdot S$,
$$
-\int v\,n_1\,d\mathbf r=\sum_I\frac{f_I}{\Omega_I^2-z^2}, \tag{11}
$$
$$
f_I=4\,(F_I\cdot\Delta^{1/2}v)^2. \tag{12}
$$
All $f_I$ are nonnegative, so modes of equal energy cannot cancel each other. If some $f_I$ at a given energy is nonzero, (11), and therefore $n_1$, has a pole there. If all of them vanish, the corresponding terms are absent from (10), and also from $D=z\Delta^{-1}S$. $\blacksquare$

For a uniform field along $x$, an electron of charge $-1$ has the potential energy $x$ per unit field, so $v=x$. The dipole is $-\int x\,n\,d\mathbf r$, and (11) is the polarizability $\alpha(z)$.

**Limits.** At $z=0$ the two Sternheimer equations coincide and $\alpha(0)=\sum_If_I/\Omega_I^2$. For $|z|$ far above all $\Omega_I$, $\alpha\to-\sum_If_I/z^2$. The numerator follows from completeness of the $F_I$:
$$
\sum_If_I=4\sum_{an}\Delta_{an}x_{an}^2 .
$$
In a complete one-electron space with a local potential, $[x,[H,x]]=1$. Its expectation value in $\varphi_n$ is $2\sum_j(e_j-e_n)x_{jn}^2=1$, with $j$ over all orbitals. Summed over the $N/2$ occupied $n$, the terms with occupied $j$ cancel in pairs. What is left is $\sum_{an}\Delta_{an}x_{an}^2=N/4$, so $\sum_If_I=N$. The limit $-N/z^2$ is that of free electrons. A complete space has no largest $\Omega_I$, so there the limit is approached away from the real axis, for example along imaginary $z$. A finite basis obeys $\sum_If_I=N$ only as far as it is complete. The grid of the example below gives 4.0000 for four electrons, but water in the LDA (O–H 0.957 Å, angle 104.5°) with a 6-31G basis gives between 2.8 and 4.9, depending on direction, instead of 10. The value depends strongly on the basis and can err on either side: cc-pVDZ gives 8.8 to 9.3, cc-pVTZ 9.3 to 9.5, and uncontracted cc-pVTZ 10.2 to 10.7.

## Why the Kohn-Sham poles disappear

Each operator $H-e_n\mp z$, acting in the empty space, is singular at $z=\pm\Delta_q$. With $v_1$ fixed, (5) gives $S_q=-2\Delta_q(v_1)_q/(\Delta_q^2-z^2)$, which has poles at the Kohn-Sham differences.

**Proposition 1.** If $\Delta_p$ is not a Casida energy, the self-consistent response is finite at $z=\Delta_p$, and $(v_1)_p$ vanishes there at least linearly.

*Proof.* At $z=\Delta_p$ the matrix $C-z^2$ is invertible, so $F$, $S$, $D$ and hence $X_p$ are finite. Equation (5) reads
$$
(v_1)_p=-(\Delta_p-z)X_p , \tag{13}
$$
which proves the claim. $\blacksquare$

The induced potential cancels the applied one in this matrix element, and the small denominator is met by an equally small numerator. Eliminating $(v_1)_p$ from (5) also gives the ratio of the two amplitudes,
$$
\frac{Y_p}{X_p}=\frac{\Delta_p-z}{\Delta_p+z}. \tag{14}
$$

**Proposition 2.** Let $\chi_0(z)$ be the density response to a fixed potential, $n_1=\chi_0v_1$, obtained by solving (1). For $z\ne\pm\Delta_q$,
$$
\det(1-\chi_0f)=\frac{\prod_I(\Omega_I^2-z^2)}{\prod_q(\Delta_q^2-z^2)}. \tag{15}
$$

*Proof.* Let $P$ be the matrix with columns $\varphi_a\varphi_n$, and let $g$ be diagonal with elements $\Delta_q/(\Delta_q^2-z^2)$. The fixed-potential result for $S_q$ and $n_1=2PS$ give $\chi_0=-4PgP^T$, with integration weights absorbed in the products. Since $K=P^TfP$ and $\det(1+UV)=\det(1+VU)$,
$$
\det(1-\chi_0f)=\det(1+4gK)=\frac{\det(\Delta^2-z^2+4\Delta K)}{\det(\Delta^2-z^2)} .
$$
Finally $\Delta^2+4\Delta K=\Delta^{1/2}C\Delta^{-1/2}$ has the eigenvalues of $C$. $\blacksquare$

The left side of (15) needs linear solves with $H$ and the occupied orbitals, but no empty orbitals. Its zeros are the Casida energies, apart from any that coincide with a $\Delta_q$ and cancel against the denominator.

## Worked example: four electrons in a well

Four electrons move in one dimension in $v_{\rm ext}=0.05x^4+0.2x$, with repulsion $1/\sqrt{(x-x')^2+1}$ and the model potential $v_{\rm xc}=-0.5\,n/(1+n)$. The local part of the kernel is its derivative, $-0.5/(1+n)^2$. A sinc-function grid of 65 points with spacing 0.25 bohr represents the orbitals. Iterating the ground state to self-consistency gives the four lowest levels 2.6029, 3.0982, 3.8606 and 4.7611 hartree, of which the first two are occupied.

Diagonalizing $C$ gives the energies and strengths below, for $v=x$. The two energy columns are sorted separately. In general this need not pair transitions with modes, but here each mode has at least 0.97 of its weight $X^2-Y^2$ on the transition in the same row.

| | $\Delta$ (hartree) | $\Omega$ (hartree) | $f$ |
|---|---|---|---|
| 1 | 0.7624 | 0.9173 | 3.7937 |
| 2 | 1.2577 | 1.3258 | 0.0757 |
| 3 | 1.6629 | 1.7388 | 0.0118 |
| 4 | 2.1582 | 2.1819 | 0.0510 |
| 5 | 2.6750 | 2.6930 | 0.0655 |

A bracketed root search on (15), with the left side computed from Sternheimer solves and the known denominator multiplied out, gives the same five $\Omega$ to within $3\times10^{-13}$ hartree. The first mode lies at 24.96 eV.

**One transition alone.** For the lowest transition $K=0.08627$ hartree. Keeping this transition only,
$$
\Omega\approx\sqrt{\Delta^2+4\Delta K}=\sqrt{0.5813+0.2631}=0.9189\ \text{hartree}.
$$
This is 0.0016 hartree above the full result. It cannot lie below, because a diagonal element of $C$ is never smaller than its lowest eigenvalue.

**Polarizability at $\omega=0.3$ hartree.** The first term of (11) is $3.7937/(0.9173^2-0.3^2)=5.049$. The next four terms add 0.045, 0.004, 0.011 and 0.009, for a sum of 5.118. Solving the self-consistent pair gives 5.118 a.u., while the fixed potential $v_1=x$ gives 7.750 a.u. Screening thus lowers the response at this frequency.

For the upper occupied orbital, the norms of $\varphi^+$ and $\varphi^-$ are 1.578 and 0.688 a.u. per unit field, a ratio of 0.436. Equation (14) for the lowest transition gives $0.4624/1.0624=0.435$. The equation at $e_n-\omega$ is therefore far from negligible here.

**At the Kohn-Sham difference.** At $10^{-4}$ hartree above the lowest $\Delta$, the fixed-potential polarizability is $-2.47\times10^4$ a.u., and the self-consistent one is 14.68 a.u. The ratio $(v_1)_p/v_p$ is $-5.92\times10^{-3}$ at an offset of $10^{-3}$ hartree and $-5.88\times10^{-4}$ at $10^{-4}$ hartree, which is the linear zero of (13). The slope can be estimated. With one transition, (8) at $z=\Delta_p$ gives $S_p=-v_p/(2K)$, and there $Y_p=0$, so
$$
\frac{X_p}{v_p}\approx-\frac{1}{2(0.08627)}=-5.80\ \text{hartree}^{-1},
$$
close to the computed $-5.88$.

**Real time.** A field pulse $\kappa\,\delta(t)$ multiplies every orbital by $e^{-i\kappa x}$. In linear response the induced dipole $d(t)$ then obeys
$$
\alpha(z)=\frac1\kappa\int_0^\infty d(t)\,e^{izt}\,dt .
$$
The nonlinear Kohn-Sham equations were propagated by a split-operator method for 160 a.u. in steps of 0.02 a.u., with $\kappa=\pm10^{-3}$. Half the difference of the two signals removes the even orders in $\kappa$. At $z=0.5+0.1i$ hartree the transform gives $\alpha=6.213+1.024i$ a.u., and the Sternheimer pair gives the same digits. At $z=1.0+0.1i$ hartree the values are $-8.958+12.252i$ and $-8.958+12.249i$ a.u., which differ by $2\times10^{-4}$ of the modulus.

## Dark modes: a harmonic trap

Replace the well by $v_{\rm ext}=x^2/2$ and keep the rest. The Hartree-exchange-correlation energy does not change when the density is shifted rigidly, so its potential exerts no net force. The first moment $M=\int x\,n\,dx$ then obeys $\ddot M=-M-N\mathcal E(t)$, where $\mathcal E$ is the field. For the component $\mathcal E=e^{-izt}$ this gives $(1-z^2)M_1=-N$, hence
$$
\alpha(z)=-M_1=\frac{N}{1-z^2}.
$$
A uniform field therefore excites a single energy, 1 hartree, although $C$ has many eigenvalues.

The computed lowest Kohn-Sham difference is 0.8381 hartree. The bright Casida energy is 1.0000 hartree, with $f=4.0000$, so the kernel supplies the whole shift. The modes at 2.4906 and 2.6220 hartree have odd densities and are dark all the same, although the Kohn-Sham differences at 2.4777 and 2.5951 hartree have strengths 0.0018 and 0.0024; this is the work of the rigid motion. Another Casida energy, 1.6364 hartree, has no strength for $v=x$ already by parity, since its density is even in $x$. At $10^{-4}$ hartree above it the Sternheimer pair gives $\alpha=-2.3837$ a.u., equal to $4/(1-1.63647^2)$ to the digits shown. By part 2 the undriven pair still has a solution at 1.6364 hartree. A perturbation of another shape that couples to this mode would reveal it.

## Where the statement changes

**Frequency-dependent kernel.** If $f$ depends on $z$, so does $C$, and the condition becomes $C(\Omega)F=\Omega^2F$. This is a nonlinear problem, whose number of solutions need not equal the number of transitions.

**Nonlocal exchange.** If the potential is an orbital-dependent nonlocal operator, as in hybrid functionals, its first-order change is not fixed by $n_1$ alone. Then $A-B$ is in general not the diagonal matrix $\Delta$, and (9) must be replaced.

**Continuous spectrum.** If the potential vanishes at infinity, as for an atom or a molecule in unbounded space, the discrete sums acquire integrals over a continuum that begins at the Kohn-Sham ionization threshold, minus the highest occupied orbital energy; confining potentials such as the two wells above keep a discrete spectrum and have no such threshold. Consider the first case and frequencies above the threshold. There the response has a branch cut on the real axis, which a finite grid represents by closely spaced poles. Transitions from a deeper occupied level to a bound empty level remain discrete Kohn-Sham differences inside this range: for beryllium in the LDA the threshold is 0.206 hartree, and the 1s→2p difference lies at 3.78 hartree.

**Meaning of the energies.** The theorem equates two formulations of the same approximate theory. Whether $\Omega_I$ is close to an excitation energy of the interacting electrons depends on the ground-state potential and the kernel, and (1) inherits any error of (7).
